**Parabolic growth with an apparent exponent below one half**

The program tests the slope n = t/[2(t + t0)] for a film that thickens parabolically after a rapidly formed initial oxide. Here w is the oxygen gain per area, t the time since exposure began, k the parabolic constant, and t0 = w_i²/k − t_i, where w_i and t_i are the gain and time at the end of the transient. It integrates the growth equation numerically and asserts that the differentiated result agrees with the formula, including a slowly formed initial oxide that puts the slope above 1/2. It also asserts that the regression slope equals a weighted mean of chord slopes, that zeroing mass and clock after the transient raises the slope above 1/2, and that a quadratic t(w) recovers k and the inert gain m from noise-free data. A grain-coarsening model, evaluated by quadrature, is asserted to have a falling slope at the sampled times, while that of the parabolic film rises. For the alumina example the output shows a fitted exponent of 0.327 between 10 and 100 h. Extrapolating that power law to 1000 h gives a gain 30 % below the parabolic value.

## Program and output

```python
"""
Result under test: parabolic growth after a rapidly formed initial oxide has
a log-log mass-gain slope below 1/2, n = t / (2 (t + t0)), although its
steady growth law is exactly dw/dt = k / (2 w).
w   total oxygen gain per area (mg/cm2), counted from the bare alloy
t   time since exposure began (h);  k  parabolic constant (mg2 cm-4 h-1)
w_i, t_i  gain and time at the end of the transient;  t0 = w_i^2/k - t_i
m   part of the transient gain that is no diffusion barrier
s   grain size divided by its initial value, s = sqrt(1 + K t)
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp

# Rough typical inputs: alumina scale on a nickel-base alloy near 1100 C
k_cgs = 1.0e-12                       # g2 cm-4 s-1
k = k_cgs * 1.0e6 * constants.hour    # mg2 cm-4 h-1
w_i, t_i = 0.25, 0.5
times = np.arange(10.0, 101.0, 10.0)
scatter = 0.01                        # mg/cm2, one reading
K_grain = 3.0 / 100.0                 # 1/h, grain size doubles in 100 h
t0 = w_i**2 / k - t_i


def integrate_growth(t, start_time, barrier, inert=0.0, coarsening=0.0):
    """Gain from numerical integration of the barrier growth rate."""
    def rate(time, x):
        return k / (2.0 * x * np.sqrt(1.0 + coarsening * time))
    solution = solve_ivp(rate, (start_time, t[-1]), [barrier], t_eval=t,
                         method="DOP853", rtol=1e-11, atol=1e-13)
    assert solution.success
    return inert + solution.y[0]


def local_slope(gain, t, h=1.0e-3):
    """Central difference of ln(gain) with respect to ln(t)."""
    low, high = gain(np.array([t * (1 - h), t * (1 + h)]))
    return np.log(high / low) / np.log((1 + h) / (1 - h))


def fitted_slope(gain):
    return np.polyfit(np.log(times), np.log(gain), 1)[0]


def half_constants(gain):
    """Mean d(w^2)/dt over 10-50 h and over 50-100 h."""
    sq = gain**2
    return (sq[4] - sq[0]) / 40.0, (sq[9] - sq[4]) / 50.0


def film(t):
    return integrate_growth(t, t_i, w_i)


# Local slope of the integrated growth against the formula
for t in (2.0, 10.0, 30.0, 100.0, 1000.0):
    n = local_slope(film, t)
    assert abs(n - t / (2 * (t + t0))) < 1e-5 and n < 0.5

# An initial oxide formed slowly must put the slope above one half
slow_w, slow_t = 0.10, 20.0
slow_t0 = slow_w**2 / k - slow_t
slow_n = local_slope(lambda t: integrate_growth(t, slow_t, slow_w), 50.0)
assert slow_t0 < 0 and slow_n > 0.5
assert abs(slow_n - 50.0 / (2 * (50.0 + slow_t0))) < 1e-5

# Initial oxide that imitates a cubic law at 30 h; time to reach slope 0.45
t_cubic, n_cubic = 30.0, 1.0 / 3.0
w_cubic = np.sqrt(k * (t_cubic * (1 / (2 * n_cubic) - 1) + t_i))
n_found = local_slope(lambda t: integrate_growth(t, t_i, w_cubic), t_cubic)
assert abs(n_found - n_cubic) < 1e-5
t_045 = 0.9 * t0 / 0.1
assert abs(local_slope(film, t_045) - 0.45) < 1e-5

# Mass and clock both zeroed after the transient
tared_n = local_slope(lambda tau: film(tau + t_i) - w_i, 50.0)
w_tared = film(np.array([50.0 + t_i]))[0]
assert abs(tared_n - 0.5 * (1 + w_i / w_tared)) < 1e-5 and tared_n > 0.5

# Regression slope is a positively weighted mean of chord slopes
gain = film(times)
n_fit, log_a = np.polyfit(np.log(times), np.log(gain), 1)
first, second = np.triu_indices(len(times), 1)
dlog_t = np.log(times[second] / times[first])
chords = np.log(gain[second] / gain[first]) / dlog_t
assert abs(np.sum(dlog_t**2 * chords) / np.sum(dlog_t**2) - n_fit) < 1e-10
assert chords.max() < 0.5 and n_fit < 0.5
power_gain = np.exp(log_a) * times**n_fit
misfit = np.max(np.abs(power_gain - gain))
r_squared = np.corrcoef(np.log(times), np.log(gain))[0, 1]**2
w_1000 = film(np.array([1000.0]))[0]
power_1000 = np.exp(log_a) * 1000.0**n_fit
assert power_1000 < w_1000

# Partly non-protective transient: slope formula and quadratic t(w)
m, barrier_i = 0.15, 0.10


def mixed_film(t):
    return integrate_growth(t, t_i, barrier_i, inert=m)


mixed = mixed_film(times)
for t in (10.0, 50.0, 100.0):
    w = mixed_film(np.array([t]))[0]
    assert abs(local_slope(mixed_film, t) - k * t / (2 * (w - m) * w)) < 1e-5
c2, c1, _ = np.polyfit(mixed, times, 2)
assert abs(c2 * k - 1) < 1e-4 and abs(c1 * k / (-2 * m) - 1) < 1e-4
power_early = 1 / np.polyfit(power_gain[:5], times[:5], 2)[0]
power_late = 1 / np.polyfit(power_gain[5:], times[5:], 2)[0]
assert power_late < 0.9 * power_early


# Genuine subparabolic growth from bare metal with coarsening grains
def coarse_film(t):
    return np.array([np.sqrt(quad(lambda u: k / np.sqrt(1 + K_grain * u),
                                  0, end, epsabs=1e-13, epsrel=1e-12)[0])
                     for end in t])


coarse_n = []
for t in (10.0, 50.0, 100.0):
    s = np.sqrt(1 + K_grain * t)
    coarse_n.append(local_slope(coarse_film, t))
    assert abs(coarse_n[-1] - (s + 1) / (4 * s)) < 1e-5
film_n = [local_slope(film, t) for t in (10.0, 50.0, 100.0)]
assert np.all(np.diff(film_n) > 0) and np.all(np.diff(coarse_n) < 0)
coarse = coarse_film(times)

# Early and late constants and their random errors
k_film, k_power = half_constants(gain), half_constants(power_gain)
k_mixed, k_coarse = half_constants(mixed), half_constants(coarse)
assert np.allclose(k_film, k, rtol=1e-6)
assert k_power[1] < k_power[0] and k_mixed[1] < k_mixed[0]
err_early = 2 * scatter * np.hypot(gain[0], gain[4]) / 40.0
err_late = 2 * scatter * np.hypot(gain[4], gain[9]) / 50.0
# Linearised error of k in w = m + sqrt(c + k t), all three unknown
jacobian = np.column_stack([np.ones(len(times)), 1 / (2 * gain),
                            times / (2 * gain)])
k_error = scatter * np.sqrt(np.linalg.inv(jacobian.T @ jacobian)[2, 2])

# Sizes of neglected effects
mass_O, mass_Al = 15.999, 26.982
oxide_per_O = (2 * mass_Al + 3 * mass_O) / (3 * mass_O)
density = 3.98                        # g/cm3, alumina, rough
micron = 10.0 * oxide_per_O / density
inert_n = fitted_slope(w_i + np.sqrt(k * (times - t_i)))
both_n = fitted_slope(integrate_growth(times, t_i, w_i, coarsening=K_grain))
spall_n = fitted_slope(gain * (1 - 0.02 * times / 100 * oxide_per_O))
T, dT, E_act = 1373.0, 5.0, 4.0       # K, K, eV (rough)
k_B = constants.k / constants.e
k_change = np.exp(E_act / k_B * (1 / T - 1 / (T + dT))) - 1
reservoir = 0.05 * 8.0 * 0.05 * 1000  # half of 1 mm sheet, 5 wt% Al
al_used = gain[-1] * 2 * mass_Al / (3 * mass_O) / reservoir

print(f"k input: {k_cgs:.1e} g2 cm-4 s-1 = {k:.5f} mg2 cm-4 h-1")
print(f"initial gain {w_i:.2f} mg/cm2 at {t_i:.1f} h")
print(f"alumina thickness per gain: {micron:.2f} um per mg/cm2")
print(f"initial thickness if all alumina: {w_i * micron:.2f} um")
print(f"k*t_i = {k * t_i:.5f}, w_i^2 = {w_i**2:.5f} mg2/cm4")
print(f"time shift t0 = {t0:.2f} h")
for t, w in zip(times, gain):
    print(f"gain at {t:.0f} h: {w:.4f} mg/cm2")
print("local slopes at 10, 50, 100 h:")
print("  initial oxide + parabolic:", *[f"{n:.3f}" for n in film_n])
print("  coarsening from bare metal:", *[f"{n:.3f}" for n in coarse_n])
print(f"fitted exponent, 10-100 h: {n_fit:.3f}")
print(f"fitted prefactor: {np.exp(log_a):.4f} mg/cm2 at 1 h")
print(f"R^2 of log-log line: {r_squared:.4f}")
print(f"largest chord slope: {chords.max():.3f}")
print(f"largest power-law misfit: {misfit:.4f} mg/cm2")
print(f"assumed scatter of one reading: {scatter:.3f} mg/cm2")
print(f"gain at 1000 h, parabolic: {w_1000:.3f} mg/cm2")
print(f"gain at 1000 h, power law: {power_1000:.3f} mg/cm2")
print(f"power-law shortfall at 1000 h: {100*(1-power_1000/w_1000):.1f} %")
print(f"initial gain for slope 1/3 at 30 h: {w_cubic:.3f} mg/cm2")
print(f"time to reach slope 0.45: {t_045:.0f} h")
print(f"slow start ({slow_w:.2f} mg/cm2 in {slow_t:.0f} h): "
      f"t0 {slow_t0:.2f} h, slope at 50 h {slow_n:.3f}")
print(f"slope 50 h after zeroing mass and clock: {tared_n:.3f}")
print("mean d(w^2)/dt, 10-50 h and 50-100 h (mg2 cm-4 h-1):")
for label, pair in (("parabolic film", k_film), ("fitted power law", k_power),
                    ("part-inert transient", k_mixed),
                    ("coarsening, bare start", k_coarse)):
    print(f"  {label}: {pair[0]:.5f}, {pair[1]:.5f}")
print(f"  random errors: {err_early:.5f}, {err_late:.5f}")
print(f"part-inert case: m = {m:.2f}, barrier = {barrier_i:.2f} mg/cm2")
print(f"  k from quadratic t(w): {1 / c2:.5f} mg2 cm-4 h-1")
print(f"  m from quadratic t(w): {-c1 / (2 * c2):.4f} mg/cm2")
print(f"power law, k from t(w), 10-50 h: {power_early:.5f} mg2 cm-4 h-1")
print(f"power law, k from t(w), 60-100 h: {power_late:.5f} mg2 cm-4 h-1")
print(f"error of k, m unknown (linearised): {100 * k_error / k:.0f} %")
print(f"fitted exponent, bare start with coarsening: "
      f"{fitted_slope(coarse):.3f}")
print(f"fitted exponent, transient all inert: {inert_n:.3f}")
print(f"fitted exponent, initial oxide + coarsening: {both_n:.3f}")
print(f"fitted exponent, 2 % of scale spalled by 100 h: {spall_n:.3f}")
print(f"change of k for +{dT:.0f} K at {T:.0f} K, {E_act:.0f} eV: "
      f"{100 * k_change:.1f} %")
print(f"Al used by 100 h (1 mm sheet, 5 wt%, 8 g/cm3): {100*al_used:.1f} %")
print("PASS")
```

It prints:

```
k input: 1.0e-12 g2 cm-4 s-1 = 0.00360 mg2 cm-4 h-1
initial gain 0.25 mg/cm2 at 0.5 h
alumina thickness per gain: 5.34 um per mg/cm2
initial thickness if all alumina: 1.33 um
k*t_i = 0.00180, w_i^2 = 0.06250 mg2/cm4
time shift t0 = 16.86 h
gain at 10 h: 0.3110 mg/cm2
gain at 20 h: 0.3643 mg/cm2
gain at 30 h: 0.4107 mg/cm2
gain at 40 h: 0.4524 mg/cm2
gain at 50 h: 0.4906 mg/cm2
gain at 60 h: 0.5260 mg/cm2
gain at 70 h: 0.5592 mg/cm2
gain at 80 h: 0.5905 mg/cm2
gain at 90 h: 0.6202 mg/cm2
gain at 100 h: 0.6486 mg/cm2
local slopes at 10, 50, 100 h:
  initial oxide + parabolic: 0.186 0.374 0.428
  coarsening from bare metal: 0.469 0.408 0.375
fitted exponent, 10-100 h: 0.327
fitted prefactor: 0.1396 mg/cm2 at 1 h
R^2 of log-log line: 0.9871
largest chord slope: 0.425
largest power-law misfit: 0.0203 mg/cm2
assumed scatter of one reading: 0.010 mg/cm2
gain at 1000 h, parabolic: 1.913 mg/cm2
gain at 1000 h, power law: 1.333 mg/cm2
power-law shortfall at 1000 h: 30.3 %
initial gain for slope 1/3 at 30 h: 0.236 mg/cm2
time to reach slope 0.45: 152 h
slow start (0.10 mg/cm2 in 20 h): t0 -17.22 h, slope at 50 h 0.763
slope 50 h after zeroing mass and clock: 0.754
mean d(w^2)/dt, 10-50 h and 50-100 h (mg2 cm-4 h-1):
  parabolic film: 0.00360, 0.00360
  fitted power law: 0.00408, 0.00288
  part-inert transient: 0.00528, 0.00464
  coarsening, bare start: 0.00265, 0.00201
  random errors: 0.00029, 0.00033
part-inert case: m = 0.15, barrier = 0.10 mg/cm2
  k from quadratic t(w): 0.00360 mg2 cm-4 h-1
  m from quadratic t(w): 0.1500 mg/cm2
power law, k from t(w), 10-50 h: 0.00202 mg2 cm-4 h-1
power law, k from t(w), 60-100 h: 0.00136 mg2 cm-4 h-1
error of k, m unknown (linearised): 28 %
fitted exponent, bare start with coarsening: 0.425
fitted exponent, transient all inert: 0.293
fitted exponent, initial oxide + coarsening: 0.257
fitted exponent, 2 % of scale spalled by 100 h: 0.310
change of k for +5 K at 1373 K, 4 eV: 13.1 %
Al used by 100 h (1 mm sheet, 5 wt%, 8 g/cm3): 3.6 %
PASS
```
